\section*{Half-Integer Plateaus in the Differential Conductance of a Point Contact}

\section{Half-integer conductance plateaus at finite bias}

A narrow constriction between two electron reservoirs carries current through a few transverse subbands. At very small bias its conductance rises in steps of $G_0=2e^2/h$ as a gate opens one subband after another. If a bias of a millivolt or more is applied and the differential conductance $dI/dV$ is recorded while the gate is swept, further plateaus can appear midway between the integers. They do not require a subband that is half transparent at the reservoir potentials. The half comes from the way the bias is shared between the reservoirs.

\subsection{Assumptions and the current}

Let $E_1<E_2<\dots$ be the subband bottoms at the narrowest point, and let $e>0$. Electrons enter from a source and a drain with chemical potentials
\begin{equation}
\mu_s=\mu+\beta eV,\qquad \mu_d=\mu-(1-\beta)eV,
\label{eq:mu}
\end{equation}
so that $\mu_s-\mu_d=eV$. The number $\beta$ is the share of the bias that drops on the source side, measured from the subband bottoms; a symmetric drop means $\beta=1/2$. Only the distance between $\mu$ and the bottoms matters, so a gate sweep is described by varying $\mu$ at fixed $E_j$. The electrons are spin degenerate, non-interacting and coherent in the constriction, which does not mix subbands. For now the bottoms do not move when $V$ changes at fixed gate voltage.

Consider a long uniform piece of length $L$ with periodic states $k=2\pi p/L$, $p$ an integer. One electron in state $k$ carries the particle current $v_k/L$. With two spins, the right movers of subband $j$, filled according to $f_s(E)=f(E-\mu_s)$ with $f(x)=1/(1+e^{x/k_BT})$, carry
\begin{equation}
\frac{2}{L}\sum_{k>0}v_kf_s
=2\int_0^\infty\frac{dk}{2\pi}\,\frac{1}{\hbar}\frac{dE}{dk}\,f_s
=\frac{2}{h}\int_{E_j}^\infty f_s(E)\,dE .
\label{eq:count}
\end{equation}
The velocity has cancelled the one-dimensional density of states, so every subband contributes equally per unit energy.

In the constriction an electron of energy $E$ in subband $j$ is transmitted with probability $T_j(E)$. Without subband mixing the scattering matrix at each energy is a unitary $2\times2$ matrix, and unitarity makes the probability the same in both directions. Subtracting the flow from the drain and multiplying by $e$ gives the Landauer formula for the magnitude of the current,
\begin{equation}
I=\frac{2e}{h}\sum_j\int T_j(E)\,[f_s(E)-f_d(E)]\,dE .
\label{eq:landauer}
\end{equation}

\subsection{Differentiation and the counting law}

Hold $\mu$ and the bottoms fixed. Since $f_s$ depends on $E-\mu_s$, we have $\partial f_s/\partial\mu_s=-\partial f_s/\partial E$, and likewise for the drain. From \eqref{eq:mu}, $d\mu_s/dV=\beta e$ and $d\mu_d/dV=-(1-\beta)e$. Therefore
\begin{equation}
\frac{\partial(f_s-f_d)}{\partial V}
=e\left[\beta\left(-\frac{\partial f_s}{\partial E}\right)
+(1-\beta)\left(-\frac{\partial f_d}{\partial E}\right)\right].
\end{equation}
The drain term is positive because two minus signs meet: its potential falls, and its current is subtracted. Inserting this in \eqref{eq:landauer} yields
\begin{equation}
\begin{aligned}
\frac{dI}{dV}&=G_0\sum_j\left[\beta\langle T_j\rangle(\mu_s)+(1-\beta)\langle T_j\rangle(\mu_d)\right],\\
\langle T\rangle(\mu')&=\int T(E)\left[-\frac{\partial f(E-\mu')}{\partial E}\right]dE .
\end{aligned}
\label{eq:general}
\end{equation}

Now let each subband open sharply, $T_j(E)=\theta(E-E_j)$, and let $T\to0$. Then $-\partial f/\partial E$ becomes a delta function at $\mu'$, and $\langle T_j\rangle(\mu')$ is 1 if $E_j<\mu'$ and 0 if $E_j>\mu'$. With $N(E)$ the number of bottoms below $E$,
\begin{equation}
\frac{dI}{dV}=G_0\left[\beta N(\mu_s)+(1-\beta)N(\mu_d)\right].
\label{eq:law}
\end{equation}

Suppose that subbands $1,\dots,n$ lie below both potentials, $E_{n+1}$ lies between them, and $E_{n+2}$ lies above both. Then $N(\mu_s)=n+1$ and $N(\mu_d)=n$, so
\begin{equation}
\frac{dI}{dV}=G_0(n+\beta)\ \xrightarrow{\ \beta=1/2\ }\
\left(n+\tfrac12\right)\frac{2e^2}{h}.
\label{eq:half}
\end{equation}

In a subband open to both reservoirs, a small increase $\delta V$ adds right movers in an energy range $e\,\delta V/2$ and removes left movers in an equal range. Both changes increase the net current. In subband $n+1$ the drain has no electrons that can pass, so lowering $\mu_d$ removes nothing and half of the response is missing.

The condition on $E_{n+2}$ is needed. If two bottoms lie between the potentials, then $N(\mu_s)=n+2$, and the symmetric drop gives $G_0[(n+2)+n]/2=(n+1)G_0$, an integer.

An asymmetric drop shifts the plateau to $n+\beta$. Equation \eqref{eq:law} holds for either sign of $V$. When the bias is reversed at fixed $\mu$ and $\beta$, the drain has the higher potential and the plateau lies at $\beta n+(1-\beta)(n+1)=n+1-\beta$. This requires $E_{n+1}$ to remain the one bottom between the potentials after the reversal. For $\beta\neq1/2$ the window moves, and $E_{n+1}$ lies in it for both signs only if $|\mu-E_{n+1}|<\min(\beta,1-\beta)\,e|V|$. In that range, and for rigid bottoms, the mean of the two values is again $n+1/2$.

\subsection{Where the plateaus lie, and what is flat}

Take equal spacing $\Delta$ and a symmetric drop. The bottom $E_{n+1}$ lies between the potentials when $|\mu-E_{n+1}|<eV/2$. For $eV<\Delta$ these intervals do not overlap. Half-integer plateaus then have width $eV$ in $\mu$, and the integer plateaus between them have width $\Delta-eV$. For $eV>\Delta$ neighbouring intervals overlap over a width $eV-\Delta$, where at least two bottoms are in the window.

The ratio $I/V$ behaves differently. In the sharp, cold limit each of the $n$ fully open subbands contributes $(2e/h)eV$, and subband $n+1$ contributes $(2e/h)(\mu_s-E_{n+1})$. With $\mu_s=\mu+eV/2$,
\begin{equation}
I=G_0\left[\left(n+\tfrac12\right)V+\frac{\mu-E_{n+1}}{e}\right],
\qquad
\frac{I}{V}=G_0\left[n+\tfrac12+\frac{\mu-E_{n+1}}{eV}\right].
\label{eq:ratio}
\end{equation}
The current is a straight line in $V$ with slope $(n+1/2)G_0$, but in general it does not extrapolate to the origin. As $\mu$ is swept, $I/V$ therefore slopes where $dI/dV$ is flat.

\subsection{A smooth constriction}

Real subbands open gradually. Near its narrowest point take the saddle potential
\begin{equation}
U(x,y)=U_0-\tfrac12m\omega_x^2x^2+\tfrac12m\omega_y^2y^2 .
\end{equation}
The transverse motion is a harmonic oscillator, so $E_j=U_0+(j-\tfrac12)\hbar\omega_y$ and $\Delta=\hbar\omega_y$. With $\xi=x\sqrt{m\omega_x/\hbar}$ and $\varepsilon=(E-E_j)/\hbar\omega_x$, the longitudinal equation is
\begin{equation}
\psi''+(\xi^2+2\varepsilon)\psi=0 .
\end{equation}
Far out the local wave number is $\sqrt{\xi^2+2\varepsilon}\simeq\xi+\varepsilon/\xi$, whose integral is $\xi^2/2+\varepsilon\ln\xi$. Including the amplitude $\xi^{-1/2}$ that keeps the flux constant, a wave incident from the left has the asymptotic forms
\begin{align}
\psi&\to t\,\xi^{i\varepsilon-1/2}e^{i\xi^2/2}, & \xi&\to+\infty,\\
\psi&\to |\xi|^{-i\varepsilon-1/2}e^{-i\xi^2/2}
+r\,|\xi|^{i\varepsilon-1/2}e^{i\xi^2/2}, & \xi&\to-\infty .
\end{align}

To connect them, put $\xi=\rho e^{i\phi}$ with large $\rho$ and let $\phi$ run from 0 to $\pi$. Here $|e^{i\xi^2/2}|=e^{-\rho^2\sin(2\phi)/2}$. For $0<\phi<\pi/2$ the transmitted form is the decaying solution, with no growing part. For $\pi/2<\phi<\pi$ it is the dominant one, so its coefficient remains well defined. The incident wave is exponentially small beside it in that sector and becomes comparable only at $\phi=\pi$. The continued form is thus the reflected wave:
\begin{equation}
r=t\,e^{i\pi(i\varepsilon-1/2)}=-i\,t\,e^{-\pi\varepsilon},
\qquad |r|^2=|t|^2e^{-2\pi\varepsilon}.
\end{equation}
Flux conservation, $|r|^2+|t|^2=1$, gives
\begin{equation}
T_j(E)=\frac{1}{1+e^{-2\pi(E-E_j)/\hbar\omega_x}}
=\frac12\left[1+\tanh\frac{\pi(E-E_j)}{\hbar\omega_x}\right].
\label{eq:saddle}
\end{equation}
Direct numerical integration of the wave equation gives $T=0.1318$, $0.5000$, $0.7784$ and $0.9586$ at $\varepsilon=-0.3$, $0$, $0.2$ and $0.5$, in agreement with \eqref{eq:saddle}.

A value of one half does not by itself show a plateau. At $\mu=E_{n+1}$ and $\beta=1/2$, the antisymmetry of the tanh makes $T_{n+1}(\mu_s)+T_{n+1}(\mu_d)=1$ for every $V$, including $V=0$, where this point is merely the middle of a riser. The slope tells the two apart. From \eqref{eq:saddle},
\begin{equation}
\frac{dT_j}{dE}=\frac{\pi}{2\hbar\omega_x}\,
\mathrm{sech}^2\frac{\pi(E-E_j)}{\hbar\omega_x}.
\label{eq:slope}
\end{equation}
At low temperature the contribution of subband $n+1$ to $d(dI/dV)/d\mu$ is $G_0$ times the mean of this slope at $E_{n+1}\pm eV/2$. The two are equal, so relative to zero bias the slope is reduced by
\begin{equation}
\frac{\text{slope at }V}{\text{slope at }0}
=\mathrm{sech}^2\frac{\pi eV}{2\hbar\omega_x}.
\label{eq:flat}
\end{equation}
A clear half plateau requires $eV/2$ to be large compared with both $\hbar\omega_x/2\pi$ and $k_BT$, and the next bottoms to stay well outside the window.

\subsection{Numbers for a GaAs point contact}

Rough typical values for a split-gate contact are $m=0.067$ electron masses, $\hbar\omega_y=3$ meV and $\hbar\omega_x=1$ meV. With $U_0=0$ the first bottoms lie at 1.5, 4.5 and 7.5 meV. At 0.3 K, $k_BT=0.026$ meV, and $\hbar\omega_x/2\pi=0.16$ meV. A bias of 2 mV puts the potentials 1 meV above and below $\mu$. Quadrature of \eqref{eq:landauer}, differenced in $V$, gives the following sweep.

\begin{center}
\begin{tabular}{ccc}
$\mu$ (meV) & $dI/dV$ at 0 mV ($G_0$) & $dI/dV$ at 2 mV ($G_0$)\\
3.0 & 1.000 & 1.000\\
3.5 & 1.002 & 1.249\\
4.0 & 1.043 & 1.478\\
4.5 & 1.500 & 1.500\\
5.0 & 1.957 & 1.522\\
5.5 & 1.998 & 1.751\\
6.0 & 2.000 & 2.000
\end{tabular}
\end{center}

At $\mu=4.0$ meV the source potential is 5.0 meV, so $\varepsilon=0.5$ for the second subband and $T_2=0.9586$. The drain potential, 3.0 meV, lies far below $E_2$. Hence $dI/dV\simeq(1+0.9586/2)G_0=1.479\,G_0$ at zero temperature; thermal smearing lowers this slightly, to the $1.478\,G_0$ of the table. Between 4.0 and 5.0 meV the differential conductance changes by $0.043\,G_0$ at 2 mV, against $0.914\,G_0$ at zero bias. At the centre, \eqref{eq:flat} predicts a slope ratio $\mathrm{sech}^2\pi=0.0074$; the numerical ratio, taken at $k_BT=0.005$ meV, is 0.0075.

The integer plateaus are less well formed at this bias. Their ideal width is $3-2=1$ meV, so at $\mu=3.0$ meV both $\mu_d-E_1$ and $E_2-\mu_s$ are only 0.5 meV. The losses of the first subband and the early opening of the second cancel in the value, but their slopes add. By \eqref{eq:slope} the total is $(\pi/2)\,\mathrm{sech}^2(\pi/2)\simeq0.25\,G_0$ per meV.

The centre of the $n=1$ plateau is at $1.5\,G_0=116.2\ \mu$S, where the current is $1.5\,G_0\times2\ \mathrm{mV}=232.4$ nA. Between $\mu=4.25$ and 4.75 meV, $I/V$ climbs from 1.376 to $1.624\,G_0$, while $dI/dV$ changes by only $0.009\,G_0$. Raising the bias to 4 mV with $\mu=6$ meV places both $E_2$ and $E_3$ between the potentials at 4 and 8 meV, and $dI/dV$ returns to $2.000\,G_0$. At 4.2 K and 2 mV, $k_BT=0.36$ meV and the values at $\mu=4.0$ and 5.0 meV are 1.39 and $1.61\,G_0$: the half plateau has become a visible slope.

\subsection{When the subband bottoms move}

The least secure assumption is that the bottoms stay fixed. In the sharp, cold limit subband $n+1$ carries $(2e/h)(\mu_s-E_{n+1})$, while each lower subband carries $(2e/h)eV$ wherever its bottom lies. If $E_{n+1}$ depends on $V$, differentiation at fixed gate voltage gives, for a symmetric drop,
\begin{equation}
\frac{dI}{dV}=G_0\left[n+\frac12-\frac{dE_{n+1}}{d(eV)}\right].
\label{eq:moving}
\end{equation}
A bottom that rises as $\gamma eV$ thus acts like a change of $\beta$ to $\beta-\gamma$. What counts is symmetry relative to the bottoms.

Charging of the constriction produces such a shift. Let all bottoms rise by $U$, and let $C$ be the capacitance per length to a gate at fixed voltage. In a semiclassical estimate, right movers filled to $\mu_s$ and left movers filled to $\mu_d$ have the line density $\sum_j(k_{j,R}+k_{j,L})/\pi$. Since $dk/dE=1/\hbar v$, their densities of states are $D_R=\sum_j1/[\pi\hbar v_j(\mu_s)]$ and $D_L=\sum_j1/[\pi\hbar v_j(\mu_d)]$, each summed over the subbands occupied by those movers. A small change of bias changes the density by
\begin{equation}
\delta n_e=D_R\left[\tfrac12\delta(eV)-\delta U\right]
+D_L\left[-\tfrac12\delta(eV)-\delta U\right],
\end{equation}
and electrostatics requires $\delta U=(e^2/C)\,\delta n_e$. Collecting the terms in $\delta U$,
\begin{equation}
\frac{dU}{d(eV)}=\frac12\,\frac{D_R-D_L}{D_R+D_L+C/e^2}.
\label{eq:charge}
\end{equation}
Large $C$ restores the rigid bottoms. For $n=0$ there are no left movers, $D_L=0$, and as $C\to0$ the shift tends to $1/2$: in this sharp, semiclassical model the differential conductance vanishes and the current saturates. In a smooth saddle a small differential conductance remains.

For a size estimate, treat the channel as a wire of radius $a=15$ nm whose axis lies $d=100$ nm from a metal plane, in a medium of relative permittivity 12.9. Then $C=2\pi\epsilon/\mathrm{arccosh}(d/a)=278$ pF/m, or $C/e^2=1.73\times10^{-3}$ per meV nm. A subband filled to 1 meV above its bottom has $1/(\pi\hbar v)=6.67\times10^{-3}$ in the same unit. Take the quoted bottoms to be those at the working bias of 2 mV. At the centre of the lowest half plateau,
\begin{equation}
\frac{dU}{d(eV)}=\frac12\,\frac{6.67}{6.67+1.73}=0.40,
\qquad \frac{dI}{dV}\simeq0.10\,G_0 .
\end{equation}
The corresponding values for $n=1$ and $n=2$ are 1.34 and $2.39\,G_0$. Because the velocities depend on $\mu$, the shifted plateaus are no longer flat: in this estimate, which lets the subband open sharply, the lowest rises from about 0.05 to $0.13\,G_0$ as $\mu$ goes from 0.8 meV below $E_1$ to 0.8 meV above it. The upper figure does not carry over to the smooth saddle. There the drain potential is only 0.2 meV below $E_1$, so electrons from the drain reach the top and partly pass it; the saddle wave functions and transmissions then give about $0.64\,G_0$ with the same capacitance.

The value $0.10\,G_0$ is itself rough. Using the electron density of the saddle wave functions at the top, instead of the semiclassical one, raises it to about $0.13\,G_0$. If the charged wire is also taken to be only about 100 nm long, its capacitance per length is larger and the value becomes $0.16$ to $0.17\,G_0$, depending on whether the potential at the centre or its mean along the wire is used.

Two other effects are smaller here. A uniform field $F$ along the contact adds $-eFx$ to the saddle. Completing the square,
\begin{equation}
-\tfrac12m\omega_x^2x^2-eFx
=-\tfrac12m\omega_x^2\left(x+\frac{eF}{m\omega_x^2}\right)^2
+\frac{(eF)^2}{2m\omega_x^2},
\end{equation}
so the top rises by the last term. If 2 mV drops over 200 nm, the rise is 0.057 meV. It is quadratic in $V$, so its derivative with respect to $eV$ is $2\times0.057/2=0.057$, and the $n=1$ plateau falls to about $1.44\,G_0$. This loss scales as the inverse square of the assumed drop length: for 100 nm it would be $0.23\,G_0$, more than the charging loss at $n=1$. A series resistance $R_s$ adds $R_s\,dI$ to the measured voltage change, so the measured value is $G/(1+GR_s)$. With $R_s=200\ \Omega$ and 2 mV kept across the contact itself, $1.5\,G_0$ becomes $1.47\,G_0$.

Half plateaus are seen in GaAs point contacts, and the lowest has been reported well below $0.5\,G_0$, at roughly a quarter of $G_0$. The rigid-bottom model misses this reduction. The charging estimate has the right direction but is too crude to predict its size: it replaces the gates and leads by one metal plane and leaves out exchange, correlation and heating by the current. The value $(n+1/2)G_0$ is thus a reference for rigid bottoms and a symmetric drop. For the parameters used here, charging lowers it at the plateau centre by roughly 10\% at $n=1$ and by most of its value at $n=0$. The main computed values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
G0 = 2e^2/h: 77.481 uS
effective mass: 0.067 electron masses
hbar omega_y: 3.0 meV; hbar omega_x: 1.0 meV
bottoms E1, E2, E3: 1.5, 4.5, 7.5 meV
bias: 2.0 mV; temperature: 0.3 K; kT: 0.0259 meV
hbar omega_x/(2 pi): 0.1592 meV
half-plateau width: 2.0 meV; integer: 1.0 meV
barrier integration, eps = -0.3: T = 0.1318
barrier integration, eps = +0.0: T = 0.5000
barrier integration, eps = +0.2: T = 0.7784
barrier integration, eps = +0.5: T = 0.9586
mean mu (meV), dI/dV at 0 mV and at 2 mV (units of G0):
  2.5  0.9981  0.7510
  3.0  1.0000  1.0000
  3.5  1.0019  1.2490
  4.0  1.0430  1.4785
  4.5  1.5000  1.5000
  5.0  1.9570  1.5215
  5.5  1.9981  1.7510
  6.0  2.0000  2.0000
  6.5  2.0019  2.2490
half plateau n=1, centre: 1.5000 G0 = 116.22 uS
half plateau n=0, centre: 0.5000 G0 = 38.74 uS
current at mu = E2: 232.4 nA
slope ratio 2 mV / 0 mV: 0.00748; sech^2: 0.00744
mu = 4.25 meV: I/V 1.3757 G0, dI/dV 1.4955 G0
mu = 4.75 meV: I/V 1.6243 G0, dI/dV 1.5045 G0
two bottoms in window (mu 6 meV, 4 mV): 2.0000 G0
bottoms moving by 0.1 eV_bias, sharp limit: 1.4000 G0
kT at 4.2 K: 0.3619 meV
dI/dV at 4.2 K, mu = 4.0 and 5.0 meV: 1.3876, 1.6124 G0
Neglected effects, each alone:
gate distance 100 nm, wire radius 15 nm
relative permittivity: 12.9; C: 277.7 pF/m
charging n=0: dU/d(eV) = 0.397, dI/dV = 0.103 G0
charging n=1: dU/d(eV) = 0.161, dI/dV = 1.339 G0
charging n=2: dU/d(eV) = 0.110, dI/dV = 2.390 G0
bias drop length: 200 nm
saddle top raised by field: 0.0569 meV
field: loss 0.0569 G0, dI/dV (n=1) 1.4427 G0
series 200 ohm: dI/dV (n=1) 1.4659 G0
\end{verbatim}
